# Gaussian Bound on the Landau-Pekar Self-Trapping Energy

With rough parameters for hafnium dioxide, a continuum model of an electron in a polar lattice gives a localized Gaussian state, about 1.2 nm wide, an energy 43 meV below the rigid-lattice band edge. The same model has a delocalized trial state whose mean energy lies 168 meV below that edge. The Gaussian energy is negative, as one expects of self-trapping, yet the delocalized trial state lies lower still. To see what the 43 meV means, we need the functional from which it comes, the sense in which it is a bound, and the coupling at which that bound overtakes the delocalized one.

## The model and its coupling constant

An electron of isotropic band mass $m$ interacts with one longitudinal optical branch of constant frequency $\omega$. The lattice is a continuum of volume $\Omega$, taken to infinity at the end. Energies are measured in $\hbar\omega$ and lengths in $\ell=\sqrt{\hbar/m\omega}$. The zero of energy is the band edge of the rigid lattice, with the phonon zero-point energy dropped. The Fröhlich Hamiltonian is then

$$H=\tfrac12\mathbf p^2+\sum_{\mathbf k}a_{\mathbf k}^\dagger a_{\mathbf k}+\sum_{\mathbf k}\left(V_k a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right).\tag{1}$$

Electrostatics fixes $|V_k|^2$. Let a static electron density $\rho$, normalized to one, sit in the crystal. Its Coulomb self-energy is inversely proportional to the dielectric constant: $\varepsilon_\infty$ if the ions are frozen, $\varepsilon_s$ if they relax. The energy gained by ionic relaxation is the difference,

$$U_{\rm ion}=-\frac12\,\frac{e^2}{4\pi\varepsilon_0\kappa}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.\tag{2}$$

The response at frozen ions already belongs to the band energy. Define

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar}\sqrt{\frac{m}{2\hbar\omega}}=\frac{1}{\sqrt2\,\hbar\omega\,\ell}\,\frac{e^2}{4\pi\varepsilon_0\kappa}.\tag{3}$$

In the chosen units the prefactor in (2), including its factor $\frac12$, becomes $\frac12\sqrt2\,\alpha=\alpha/\sqrt2$.

In the Hamiltonian, the same static density replaces $e^{i\mathbf k\cdot\mathbf r}$ by $\rho_{\mathbf k}=\int\rho\,e^{i\mathbf k\cdot\mathbf r}d^3r$. If mode $\mathbf k$ is in a coherent state with $a_{\mathbf k}\to f_{\mathbf k}$, its energy is

$$|f_{\mathbf k}|^2+V_k\rho_{\mathbf k}f_{\mathbf k}+V_k^*\rho_{\mathbf k}^*f_{\mathbf k}^*
=|f_{\mathbf k}+V_k^*\rho_{\mathbf k}^*|^2-|V_k|^2|\rho_{\mathbf k}|^2.\tag{4}$$

The minimum is at $f_{\mathbf k}=-V_k^*\rho_{\mathbf k}^*$, and the relaxation energy is $-\sum_{\mathbf k}|V_k|^2|\rho_{\mathbf k}|^2$. To compare this with (2), use $-\nabla^2(1/R)=4\pi\delta(\mathbf R)$, which says that $1/R$ has Fourier transform $4\pi/k^2$. Hence

$$\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'=\frac1\Omega\sum_{\mathbf k}\frac{4\pi}{k^2}|\rho_{\mathbf k}|^2,
\qquad |V_k|^2=\frac{4\pi\alpha}{\sqrt2\,\Omega k^2}.\tag{5}$$

## The functional as an upper bound

Now take the product of a normalized electron function $\psi(\mathbf r)$ and the coherent phonon state. Its density is $\rho=|\psi|^2$. The mean of (1), with the displacements chosen by (4), is the Landau-Pekar functional

$$E[\psi]=\frac12\int|\nabla\psi|^2d^3r-\frac{\alpha}{\sqrt2}\iint\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.\tag{6}$$

Since $E[\psi]$ is the mean energy of a legitimate state, it cannot lie below the ground-state energy $E_0$ of (1). This holds at every $\alpha$. What depends on $\alpha$ is how large a fraction of $|E_0|$ the bound captures: the product form lets the lattice respond to the electron's average density and ignores correlation with its instantaneous position.

## The Gaussian

Choose

$$\psi(\mathbf r)=(\pi a^2)^{-3/4}e^{-r^2/2a^2}.\tag{7}$$

It is normalized because $\int e^{-r^2/a^2}d^3r=(\pi a^2)^{3/2}$. Each coordinate has variance $a^2/2$, so $\langle r^2\rangle=3a^2/2$. From $\nabla\psi=-\mathbf r\psi/a^2$ the kinetic energy is

$$T=\frac{\langle r^2\rangle}{2a^4}=\frac{3}{4a^2}.\tag{8}$$

The double integral in (6) is the mean of $1/R$ for two independent points drawn from $|\psi|^2$, with $\mathbf R=\mathbf r-\mathbf r'$. Variances add, so each component of $\mathbf R$ has variance $a^2$, and

$$\left\langle\frac1R\right\rangle=\frac{4\pi}{(2\pi a^2)^{3/2}}\int_0^\infty R\,e^{-R^2/2a^2}dR
=\frac{4\pi a^2}{(2\pi)^{3/2}a^3}=\sqrt{\frac2\pi}\,\frac1a.\tag{9}$$

Multiplying by $-\alpha/\sqrt2$ and adding (8) gives the energy, in which we complete the square in $1/a$:

$$E(a)=\frac{3}{4a^2}-\frac{\alpha}{\sqrt\pi\,a}
=\frac34\left(\frac1a-\frac{2\alpha}{3\sqrt\pi}\right)^2-\frac{\alpha^2}{3\pi}.\tag{10}$$

The square vanishes at the best width, so

$$a=\frac{3\sqrt\pi}{2\alpha},\qquad E_G=-\frac{\alpha^2}{3\pi},\qquad E_0\le\inf_\psi E[\psi]\le-\frac{\alpha^2}{3\pi}.\tag{11}$$

The last inequality holds because Gaussians are a subset of the allowed functions.

Equation (10) shows why this functional has no threshold for binding. At large $a$ the attraction falls as $1/a$ and the kinetic cost as $1/a^2$, so a wide enough Gaussian has negative energy for any $\alpha>0$. As $\alpha\to0$ the optimal width diverges and the energy vanishes as $\alpha^2$.

## How far the Gaussian lies above the minimum

The second inequality in (11) is strict. Let $\Phi(\mathbf r)=\int|\psi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r'$. A variation of the density changes the double integral by $2\int\Phi\,\delta\rho\,d^3r$, since either factor may vary. With a multiplier $\epsilon$ for the norm, a stationary function obeys

$$-\tfrac12\nabla^2\psi-\sqrt2\,\alpha\,\Phi\,\psi=\epsilon\psi.\tag{12}$$

For (7), $\nabla^2\psi=(r^2/a^4-3/a^2)\psi$. Equation (12) would then require

$$\sqrt2\,\alpha\,\Phi=\frac{3}{2a^2}-\frac{r^2}{2a^4}-\epsilon,\tag{13}$$

whose right side becomes negative at large $r$, whereas $\Phi$ is positive everywhere. No Gaussian is stationary, so some small change of shape lowers the energy below $E_G$.

The size of the gap needs one numerical solution, because $\alpha$ scales out. Put $\psi(\mathbf r)=\alpha^{3/2}\chi(\alpha\mathbf r)$, which preserves the norm. Two derivatives in the kinetic term give $\alpha^2$; the factor $1/|\mathbf r-\mathbf r'|$ gives $\alpha$, which multiplies the explicit $\alpha$. Both terms scale as $\alpha^2$. Equation (12) was solved for spherical $\psi$ at $\alpha=1$ by finite differences, recomputing $\Phi$ from each new lowest state until the energy settled, and extrapolating from grid spacings 0.02 and 0.01 to zero. The result is

$$E_{\rm min}\simeq-0.1085\,\alpha^2,\qquad E_G=-0.1061\,\alpha^2.\tag{14}$$

The Gaussian misses 2.2% of the spherical minimum. This is its error relative to the functional, and it says nothing about the distance from the functional to $E_0$.

## Where the energy sits

At the optimal width, (8) gives $T=\alpha^2/3\pi=|E_G|$. The total is $-|E_G|$, so the attraction term in (6) is $-2|E_G|$. That term is a net quantity: the electron's energy in the polarization potential plus the cost of polarizing the lattice. By (12) the potential energy of the electron is $-\sqrt2\,\alpha\langle\Phi\rangle$, twice the attraction term, or $-4|E_G|$. The electron level and the lattice energy are therefore

$$\epsilon_G=|E_G|-4|E_G|=-3|E_G|,\qquad
\sum_{\mathbf k}|f_{\mathbf k}|^2=\sum_{\mathbf k}|V_k|^2|\rho_{\mathbf k}|^2=2|E_G|.\tag{15}$$

Here $\epsilon_G$ is the mean of the operator in (12), since the Gaussian is not its eigenfunction. The sum $-3|E_G|+2|E_G|$ returns $E_G$. Within this mean-field picture, removing the electron to the band edge while the ions stay displaced costs $3|E_G|$; if the ions relax as well, $2|E_G|$ is recovered and the net cost is $|E_G|$.

Each phonon has unit energy, so (15) also gives the mean phonon number,

$$N=\frac{2\alpha^2}{3\pi}.\tag{16}$$

A classical lattice displacement calls for $N\gg1$. A second condition concerns time scales. The Gaussian (7) is the ground state of an oscillator of frequency $1/a^2$ in units of $\omega$, and

$$\frac1{a^2}=\frac{4\alpha^2}{9\pi}.\tag{17}$$

The electron must move fast compared with the ions, $1/a^2\gg1$, if they are to see its average density. Both conditions demand large $\alpha$.

## A rival bound that keeps translation symmetry

Hamiltonian (1) does not change when electron and lattice distortion are shifted together. The Gaussian can be centred anywhere at the same energy, and its localization is a property of the trial state, not a proof that the ground state is localized. A trial state of definite total momentum gives a useful comparison.

Let $\mathbf Q=\sum_{\mathbf k}\mathbf k\,a_{\mathbf k}^\dagger a_{\mathbf k}$ be the phonon momentum and $S=e^{-i\mathbf r\cdot\mathbf Q}$. Then $S^{-1}a_{\mathbf k}S=a_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}$ and $S^{-1}\mathbf pS=\mathbf p-\mathbf Q$. The electron coordinate disappears from the interaction:

$$S^{-1}HS=\tfrac12(\mathbf p-\mathbf Q)^2+\sum_{\mathbf k}a_{\mathbf k}^\dagger a_{\mathbf k}+\sum_{\mathbf k}(V_ka_{\mathbf k}+\text{h.c.}).\tag{18}$$

Here $\mathbf p$ is conserved and represents the total momentum; set it to zero. For a coherent state with amplitudes $f_{\mathbf k}$, normal ordering of $\mathbf Q^2$ gives

$$\tfrac12\langle\mathbf Q^2\rangle=\tfrac12\sum_{\mathbf k}k^2|f_{\mathbf k}|^2+\tfrac12\Big(\sum_{\mathbf k}\mathbf k|f_{\mathbf k}|^2\Big)^2.\tag{19}$$

The last term vanishes if $|f_{\mathbf k}|=|f_{-\mathbf k}|$. The rest of the energy is $\sum_{\mathbf k}[(1+k^2/2)|f_{\mathbf k}|^2+V_kf_{\mathbf k}+V_k^*f_{\mathbf k}^*]$. Completing the square as in (4) gives $f_{\mathbf k}=-V_k^*/(1+k^2/2)$, which has the required symmetry. With phonons up to wavevector $K$, and $\sum_{\mathbf k}\to\Omega\int d^3k/(2\pi)^3$,

$$E_M=-\sum_{\mathbf k}\frac{|V_k|^2}{1+k^2/2}
=-\frac{\sqrt2\,\alpha}{\pi}\int_0^K\frac{dk}{1+k^2/2}
=-\frac{2\alpha}{\pi}\arctan\frac{K}{\sqrt2}.\tag{20}$$

In the continuum, $K\to\infty$ and $E_M=-\alpha$. The denominator contains the recoil energy $k^2/2$: the lattice now follows the electron's position, and the kinetic cost is that of recoil, not of confinement to a fixed region.

Both $-\alpha$ and $-\alpha^2/3\pi$ are upper bounds on $E_0$, so the lower one is the more informative. The Gaussian wins for $\alpha>3\pi\simeq9.4$; the numerical minimum (14) wins for $\alpha>1/0.1085\simeq9.2$. The crossing compares two families of trial states and does not establish a transition in the ground state. Nor does it mark where the Gaussian becomes accurate: Feynman's path-integral upper bound is $-12.3$ at $\alpha=3\pi$, so the Gaussian captures at most 77% of $|E_0|$ there.

## Hafnium dioxide in numbers

Take $m=1\,m_e$, $\varepsilon_\infty=4.5$, $\varepsilon_s=20$ and $\hbar\omega=70$ meV. These are rough typical values, with one phonon standing for several polar branches. Then $1/\kappa=1/4.5-1/20=0.172$, and (3) gives $\alpha=2.40$. With $\ell=1.043$ nm, (11) yields

$$a=\frac{3\sqrt\pi}{2(2.401)}(1.043\ \text{nm})=1.155\ \text{nm},\qquad
E_G=-\frac{(2.401)^2}{3\pi}(70\ \text{meV})=-42.8\ \text{meV}.\tag{21}$$

The functional's spherical minimum is $-43.8$ meV. In the Gaussian, the kinetic energy is 42.8 meV, the electron level $-128.5$ meV and the lattice energy 85.6 meV.

The rival bound is $-\alpha\hbar\omega=-168$ meV. The model's ground state therefore lies at least 125 meV below the Gaussian energy, a far larger shortfall than the 1 meV due to the Gaussian shape. The conditions for a classical, slow lattice fail as well: (16) gives $N=1.2$ and (17) gives $1/a^2=0.82$. The 43 meV is a valid bound, but it is not an estimate of a trap depth. Its value also follows the rough inputs closely: masses of $0.3$ and $2\,m_e$ give $-13$ and $-86$ meV, and $\varepsilon_\infty=4$, $\varepsilon_s=25$ at $m=m_e$ gives $-64$ meV. The rival bound stays lower in each case, at $-92$, $-238$ and $-205$ meV.

Does this verdict depend on treating the lattice as a continuum? Assign one mode to each cubic cell of side 0.51 nm, a rough cell length. A sphere in $k$ space holding that many modes has radius $K=(6\pi^2)^{1/3}/(0.51\ \text{nm})=7.64\ \text{nm}^{-1}$, and (20) rises to $-149$ meV. The Gaussian hardly notices the cutoff. Its density has $\rho_{\mathbf k}=e^{-k^2a^2/4}$, and the factor $k^2$ of the volume element cancels $1/k^2$ in (5), so the share of the attraction from beyond $K$ is

$$\frac{\int_K^\infty e^{-k^2a^2/2}dk}{\int_0^\infty e^{-k^2a^2/2}dk}=\operatorname{erfc}\frac{Ka}{\sqrt2},\tag{22}$$

about $10^{-18}$ here. A softer phonon of 40 meV, with the cutoff and the other inputs held fixed, moves the rival bound to $-116$ meV, still well below the Gaussian.

The Gaussian energy does not move at all in that comparison. Restoring units in (11) with (3), and writing Ry for the Rydberg energy and $a_0$ for the Bohr radius,

$$|E_G|=\frac{\text{Ry}}{3\pi\kappa^2}\frac{m}{m_e},\qquad a=3\sqrt{\frac\pi2}\,\kappa a_0\frac{m_e}{m}.\tag{23}$$

The phonon frequency has cancelled, as it must for a lattice that responds statically. This separates two routes to strong coupling. At fixed $\kappa$ and $\omega$, $\alpha\propto\sqrt m$, and $\alpha=3\pi$ needs $m=15.4\,m_e$. The width then shrinks to 0.075 nm, and by (22) 57% of the attraction comes from wavevectors beyond the assumed cutoff. Counting one mode per fluorite primitive cell, a quarter of the volume, would still leave 36% there. A larger mass makes this worse, so with these host constants no mass gives both $\alpha>3\pi$ and a good continuum. At fixed $\kappa$ and $m$, $\alpha\propto\omega^{-1/2}$ while $a$ stays at 1.155 nm; $\alpha=3\pi$ then needs $\hbar\omega=70/15.4\simeq4.5$ meV, far below the phonon energy assumed for this oxide.

Hafnium dioxide is used as a gate dielectric, and hafnium-oxide-based films have been studied as resists; a resist that contains organic groups will have other constants. Several idealizations can be sized for the present numbers:

- **Mass anisotropy.** Take masses $0.8$, $0.8$ and $2.0\,m_e$, which keep the mean inverse mass at $1/m_e$. A Gaussian with separate widths, optimized numerically, gives $-45.3$ meV, with widths 1.21 nm across and 0.87 nm along the heavy axis. This is 6% deeper than the spherical result at $m=m_e$, but 3% shallower than the $-46.5$ meV at the geometric-mean mass $1.09\,m_e$, so the sign of the shift depends on the reference mass. The rival bound for these masses is $-172$ meV.
- **Temperature.** $k_BT$ is 26 meV at 300 K and 34 meV at 400 K, or about 60% and 80% of $|E_G|$. A zero-temperature energy of this size cannot by itself imply long-lived trapping.
- **Electric field.** At 1 MV/cm the electron's potential energy changes by 116 meV over the length $a$, more than twice $|E_G|$. The two are equal at 0.37 MV/cm. This is a scale for strong distortion, not a calculated release field.

The model also assumes a perfect, linearly polarizable continuum, which a real film need not be. Disorder, defects and short-range distortion around a single ion can trap electrons by mechanisms absent from (1). Their energies cannot be inferred from $E_G$, and the failure of the strong-coupling picture here does not rule them out.
